\section*{Drift velocity of copper ions hopping between wells in a dielectric}

\section{A velocity that outruns the field}

A singly charged ion hops between wells 1 nm apart, over barriers of 1 eV, at 400 K. When the field rises from 1 to 4 MV/cm, its drift velocity rises from 10.1 to 833 nm/s: a factor of 82 for a fourfold field. Between 0.1 and 0.5 MV/cm the same ion is almost ohmic: a fivefold field raises the velocity by a factor of 5.4. Both responses follow from
\begin{equation}
v=2a\nu\,e^{-E_a/k_BT}\sinh\!\left(\frac{qFa}{2k_BT}\right).
\label{main}
\end{equation}
Here $a$ is the well spacing, $E_a$ the barrier without field, $\nu$ the attempt frequency in each direction, $q$ the ion charge and $F$ the field. The letter $F$ keeps the field apart from the energies.

The example describes a singly charged ion in a dielectric, with round model parameters not fitted to any material: $a=1$ nm, $E_a=1$ eV, $\nu=10^{13}$ s$^{-1}$ and $T=400$ K. The spacing is long for a jump between neighbouring lattice sites, and the strong response depends on it: with $a=0.3$ nm the rise from 1 to 4 MV/cm would increase the velocity only about sixfold. The main field is 1 MV/cm, or 0.1 V/nm. Below, $\beta=1/k_BT$ and
\begin{equation}
s=\frac{qFa}{2k_BT}.
\end{equation}

\section{Barriers and hop rates}

Let the wells lie at $x_n=na$ and the barrier tops midway between them. Take $q>0$ and let the field point along $+x$. The force is $+qF$, so the potential energy becomes
\begin{equation}
U(x)=U_0(x)-qFx .
\end{equation}
The forward top lies at $+a/2$ from the well, where the field term is $-qFa/2$. The backward top lies at $-a/2$, where it is $+qFa/2$. If the field does not move the wells and tops, the two barriers are
\begin{equation}
E_+=E_a-\frac{qFa}{2},\qquad E_-=E_a+\frac{qFa}{2}.
\label{barriers}
\end{equation}
The factor $1/2$ arises because the ion has travelled only half the spacing when it reaches the top. The full energy $qFa$ is gained between one well and the next.

Suppose that the remaining barriers are many $k_BT$ high and that the ion loses its memory in each well before it hops again. The rates are then
\begin{equation}
\Gamma_\pm=\nu e^{-\beta E_\pm}=\nu e^{-\beta E_a}e^{\pm s},
\qquad \frac{\Gamma_+}{\Gamma_-}=e^{2s}=e^{qFa/k_BT}.
\label{rates}
\end{equation}
The ratio contains the full energy drop per spacing, as thermal balance between neighbouring wells requires. The frequency $\nu$ belongs to one direction. If a total attempt frequency $\nu_{\rm tot}$ is shared equally between both directions, then $\nu=\nu_{\rm tot}/2$ and the prefactor 2 in \eqref{main} disappears.

In the example $k_BT=0.03447$ eV, so $s=0.050/0.03447=1.451$ and $e^{-\beta E_a}=2.515\times10^{-13}$. The rates are
\begin{align}
\Gamma_+&=10^{13}\,(2.515\times10^{-13})\,e^{1.451}\ {\rm s^{-1}}=10.73\ {\rm s^{-1}},\\
\Gamma_-&=10^{13}\,(2.515\times10^{-13})\,e^{-1.451}\ {\rm s^{-1}}=0.590\ {\rm s^{-1}}.
\end{align}
About one hop in nineteen still goes against the field.

\section{From rates to drift and spreading}

Let $p_n(t)$ be the probability of finding the ion in well $n$. The ions are taken to be dilute, so that neighbouring wells are free and ions do not influence one another. Gain from the two neighbours and loss to them give
\begin{equation}
\frac{dp_n}{dt}=\Gamma_+p_{n-1}+\Gamma_-p_{n+1}-(\Gamma_++\Gamma_-)p_n .
\label{master}
\end{equation}
Multiply by $n$ and sum over all $n$. Shifting the summation index gives $\sum_n n p_{n-1}=\langle n\rangle+1$ and $\sum_n n p_{n+1}=\langle n\rangle-1$. Hence
\begin{align}
\frac{d\langle n\rangle}{dt}
&=\Gamma_+(\langle n\rangle+1)+\Gamma_-(\langle n\rangle-1)
-(\Gamma_++\Gamma_-)\langle n\rangle\nonumber\\
&=\Gamma_+-\Gamma_- .
\end{align}
Each unit of $n$ is a distance $a$. With \eqref{rates},
\begin{equation}
v=a(\Gamma_+-\Gamma_-)
=a\nu e^{-\beta E_a}(e^s-e^{-s})
=2a\nu e^{-\beta E_a}\sinh s ,
\end{equation}
which is \eqref{main}. The example gives $v=1\ {\rm nm}\times(10.728-0.590)\ {\rm s^{-1}}=10.14$ nm/s, or $1.014\times10^{-6}$ cm/s.

The second moment follows in the same way. The shifted sums are now $\langle(n\pm1)^2\rangle=\langle n^2\rangle\pm2\langle n\rangle+1$, so
\begin{equation}
\frac{d\langle n^2\rangle}{dt}
=2\langle n\rangle(\Gamma_+-\Gamma_-)+\Gamma_++\Gamma_- .
\end{equation}
Subtracting $d\langle n\rangle^2/dt=2\langle n\rangle(\Gamma_+-\Gamma_-)$ leaves $\Gamma_++\Gamma_-$ as the growth rate of the variance of $n$. Writing the variance of position as $2D_Ft$ for an ion that starts in one well, we obtain
\begin{equation}
D_F=\frac{a^2}{2}(\Gamma_++\Gamma_-)
=D\cosh s,\qquad D=a^2\nu e^{-\beta E_a}.
\label{diffusion}
\end{equation}
Backward hops reduce the drift but add to the spreading. Here $D=2.52$ nm$^2$/s and $D_F=5.66$ nm$^2$/s. Direct propagation of \eqref{master} for 2 s gives a mean displacement of 20.28 nm and a variance of 22.64 nm$^2$, in agreement with $2v$ and $4D_F$ in these units.

\section{Weak and strong fields}

For small $s$, $\sinh s=s+s^3/6+\cdots$. The leading term gives
\begin{equation}
v=\mu F,\qquad
\mu=\frac{qa^2\nu e^{-\beta E_a}}{k_BT}=\frac{qD}{k_BT},
\end{equation}
the Einstein relation. The example has $\mu=73.0$ nm$^2$/(V\,s), or $7.30\times10^{-13}$ cm$^2$/(V\,s).

Relative to the linear law, the sinh law is larger by $s^2/6$ at leading order. An excess below 1\% therefore requires $s<\sqrt{0.06}=0.245$. The field at which $s=1$ is
\begin{equation}
F_1=\frac{2k_BT}{qa}=0.689\ {\rm MV/cm},
\end{equation}
so the 1\% limit lies near 0.17 MV/cm. At $F_1$ the excess is already 17.5\%. At 4 MV/cm the linear law gives 29 nm/s where the sinh law gives 833 nm/s.

The Einstein relation has a counterpart at finite field. Since $ds/dF=qa/(2k_BT)$,
\begin{equation}
\frac{dv}{dF}=2a\nu e^{-\beta E_a}\cosh s\,\frac{qa}{2k_BT}
=\frac{qD_F}{k_BT}.
\end{equation}
For fixed midway tops and a constant $\nu$ it is the differential mobility $dv/dF$ that is tied to the spreading in the field. The relation is special to this case: it fails at finite field for the off-centre top and for the smooth wells treated below. The ratio $v/F$ is smaller than $qD_F/k_BT$ by the factor $\tanh s/s$, which is 0.62 at the main field.

For large $s$, it is useful to take the forward rate out of the difference:
\begin{equation}
v=a\nu e^{-\beta E_a+s}\left(1-e^{-2s}\right)
\simeq a\nu\exp\!\left[-\frac{E_a-qFa/2}{k_BT}\right].
\label{high}
\end{equation}
The first form is exact within the hopping model; the second drops backward hops. At 1 MV/cm the second gives 10.73 nm/s, which is 5.8\% above the sinh result. At 0.1 MV/cm it gives 2.91 nm/s instead of 0.73 nm/s, because it does not vanish at zero field.

Equation \eqref{high} also explains the opening ratio. Between 1 and 4 MV/cm, $s$ rises from 1.451 to 5.802, and the forward rate grows by $e^{4.352}=77.6$. At the lower field backward hops reduce the velocity to the fraction $1-1/18.2=0.945$ of the forward contribution; at the upper field their effect is negligible. The velocity ratio is $77.6/0.945=82$.

If the wells and tops stay in place and the tops lie midway, a hop length can be estimated from the slope of $\ln v$ against $F$. From \eqref{main},
\begin{equation}
\frac{d\ln v}{dF}=\frac{qa}{2k_BT}\coth s .
\end{equation}
Setting the slope equal to $qa/(2k_BT)$ overestimates $a$ by the factor $\coth s$. At the main field this is 1.12, an error of 12\%.

\section{Temperature dependence at fixed field}

Let $w=qFa/2$, so that $s=\beta w$, and assume that $a$, $\nu$ and $E_a$ do not depend on temperature. Then
\begin{equation}
\ln v=\ln(2a\nu)-\beta E_a+\ln\sinh(\beta w).
\end{equation}
Differentiation at fixed $F$ gives the apparent activation energy
\begin{equation}
E_{\rm app}=-\frac{d\ln v}{d\beta}=E_a-w\coth(\beta w).
\label{apparent}
\end{equation}
At high field $\coth s\to1$, and $E_{\rm app}$ tends to the lowered forward barrier $E_a-w$. At low field $w\coth(\beta w)\to k_BT$, so $E_{\rm app}\to E_a-k_BT=0.966$ eV. This last shift comes from the factor $1/k_BT$ in the mobility. In the linear regime a plot of $\ln(vT)$ against $\beta$ removes it and has slope $-E_a$.

At the main field, $E_{\rm app}=1-0.050/\tanh(1.451)=0.944$ eV. This lies below the forward barrier of 0.950 eV because the relative weight of backward hops changes with temperature.

The predicted velocity is sensitive to the barrier. At 400 K an error of 0.01 eV in $E_a$ changes $v$ by $e^{0.01/0.03447}=1.34$. The digits quoted here serve to check an implementation; they do not express predictive accuracy for a real film.

\section{A barrier top away from the midpoint}

Let the forward top lie at a distance $\lambda a$ from the well, with $0<\lambda<1$. The backward top is then at distance $(1-\lambda)a$, and
\begin{equation}
E_+=E_a-\lambda qFa,\qquad E_-=E_a+(1-\lambda)qFa .
\end{equation}
Since $\beta qFa=2s$, the velocity becomes
\begin{align}
v&=a\nu e^{-\beta E_a}\left[e^{2\lambda s}-e^{-2(1-\lambda)s}\right]\nonumber\\
&=a\nu e^{-\beta E_a}e^{(2\lambda-1)s}\left[e^s-e^{-s}\right]\nonumber\\
&=e^{(2\lambda-1)s}\,2a\nu e^{-\beta E_a}\sinh s .
\label{lambda}
\end{align}
The rate ratio is still $e^{2s}$, and the mobility at zero field is unchanged. What changes is the first correction to it: reversing the field no longer just reverses the velocity. For $\lambda=0.3$ at the main field the extra factor is $e^{-0.4\times1.451}=0.560$, which lowers the velocity to 5.7 nm/s. With the field reversed, $s$ changes sign and the factor becomes $1/0.560=1.79$. The two speeds differ by a factor of 3.2. The position of the top also affects a hop length taken from the slope of $\ln v$: at high forward field $v\propto e^{2\lambda s}$, so an estimate that assumes a midway top returns $2\lambda a$, or 0.6 nm for $\lambda=0.3$, instead of $a$. At the main field, which is not yet high, it returns $(2\lambda-1+\coth s)\,a=0.72$ nm.

A sawtooth potential has sharp wells and tops that stay in place while its slopes exceed $qF$. A numerical search for its barriers at $\lambda=0.5$ and $0.3$, combined with a fixed $\nu$, reproduces \eqref{lambda}. The search does not test the prefactor. If $\nu$ itself depends on the field, the velocities and the ratio of the two speeds change as well. For strongly damped motion in the sawtooth with $\lambda=0.3$ the prefactor depends on the tilted slopes, and the ratio of the two speeds at the main field is 2.7 instead of 3.2.

\section{Smooth wells: moving extrema and finite barriers}

In a smooth potential the field moves the extrema. The true minimum is then lower than the old well position, and the true top is higher than the old top position. Equation \eqref{barriers} therefore underestimates both barriers. The cosine
\begin{equation}
U_0(x)=-\frac{E_a}{2}\cos\frac{2\pi x}{a}
\end{equation}
allows the error to be calculated. With $\theta=2\pi x/a$, the condition $U'(x)=0$ reads
\begin{equation}
\frac{\pi E_a}{a}\sin\theta=qF,
\qquad \sin\theta=f,\qquad f=\frac{qFa}{\pi E_a}.
\end{equation}
For $f<1$ the minimum is at $\theta_0=\arcsin f$ and the forward top at $\pi-\theta_0$, since the curvature has the sign of $\cos\theta$. The energy difference between them is
\begin{align}
E_+&=\left[\frac{E_a}{2}\cos\theta_0-\frac{qFa}{2\pi}(\pi-\theta_0)\right]
-\left[-\frac{E_a}{2}\cos\theta_0-\frac{qFa}{2\pi}\theta_0\right]\nonumber\\
&=E_a\cos\theta_0+\frac{qFa}{\pi}\theta_0-\frac{qFa}{2}.
\end{align}
Using $\cos\theta_0=\sqrt{1-f^2}$ and $qFa/\pi=E_af$, we find
\begin{equation}
E_+=S-\frac{qFa}{2},\qquad
S=E_a\left[\sqrt{1-f^2}+f\arcsin f\right].
\end{equation}
The backward top lies one period behind the forward top and is higher by $qFa$, so $E_-=S+qFa/2$. For small $f$ the bracket is $1-f^2/2+f^2=1+f^2/2$, and
\begin{equation}
S-E_a\simeq\frac{(qFa)^2}{2\pi^2E_a}.
\end{equation}
This is 0.51 meV at 1 MV/cm and 8.1 meV at 4 MV/cm.

The prefactor also depends on the field. For strongly damped motion it can be found without assuming hops. Let $D_0$ be the free diffusion coefficient and $p(x)$ the stationary density, folded into one period. The constant probability flux is
\begin{equation}
J=-D_0(p'+\beta U'p)
\quad\Longrightarrow\quad
\frac{d}{dx}\left(e^{\beta U}p\right)=-\frac{J}{D_0}e^{\beta U}.
\end{equation}
Integrate from $x$ to $x+a$. Because $p$ is periodic and $U(x+a)=U(x)-qFa$,
\begin{equation}
p(x)=\frac{J\,e^{-\beta U(x)}}{D_0(1-e^{-2s})}
\int_x^{x+a}e^{\beta U(y)}dy .
\end{equation}
Normalising $p$ over one period fixes $J$. The mean velocity is the integral of the flux over that period, $v=aJ$:
\begin{equation}
v=\frac{aD_0(1-e^{-2s})}{\displaystyle
\int_0^a dx\int_x^{x+a}dy\,e^{\beta[U(y)-U(x)]}} .
\label{continuous}
\end{equation}
For high barriers the integrand is concentrated where $x$ is at the minimum and $y$ at the forward top. Both curvatures have magnitude $K\cos\theta_0$ with $K=2\pi^2E_a/a^2$. Each Gaussian integral gives $\sqrt{2\pi/(\beta K\cos\theta_0)}$, so the double integral is $e^{\beta E_+}\,2\pi/(\beta K\cos\theta_0)$. Inserting $e^{-\beta E_+}=e^{-\beta S+s}$ yields
\begin{equation}
v=2a\nu\sqrt{1-f^2}\,e^{-\beta S}\sinh s,\qquad
\nu=\frac{\beta D_0K}{2\pi}=\frac{\pi\beta E_aD_0}{a^2}.
\end{equation}
The sinh survives, and the simple law is multiplied by
\begin{equation}
C=\sqrt{1-f^2}\,e^{-\beta(S-E_a)}
\simeq1-\frac{f^2}{2}(1+\beta E_a).
\label{correction}
\end{equation}
At 1 MV/cm, $C=0.985$. At 4 MV/cm, $C=0.992\times e^{-0.2355}=0.784$, and most of the reduction comes from the barrier shift.

Numerical integration of \eqref{continuous} yields 0.967 and 0.769 of the simple law at these fields, when the simple law is taken with $\nu=\pi\beta E_aD_0/a^2$. These ratios do not depend on $D_0$. The value $\nu=10^{13}$ s$^{-1}$ itself cannot be reached by strongly damped motion in this cosine: strong damping requires $\nu$ far below the vibration frequency $\sqrt{K/m}/2\pi$, which for $K=3.2$ N/m is $7\times10^{12}$ s$^{-1}$ for a proton and $1.5\times10^{12}$ s$^{-1}$ for Na$^+$. Only the ratios carry over. The barrier shift $S-E_a$ does not depend on the damping. About 2\% remains unexplained by $C$. Its origin can be derived at weak field, where the double integral becomes $a^2I_0(z)^2$ with $z=\beta E_a/2$ and $I_0$ the modified Bessel function. Expanding the cosine in its integral one order beyond the Gaussian multiplies the Gaussian value of $I_0$ by $1+z\langle\phi^4\rangle/24=1+1/(8z)$, since $\langle\phi^4\rangle=3/z^2$. The velocity is thus smaller than the hopping value by the fraction $1/(4z)=k_BT/(2E_a)$ at leading order, or 1.7\% here. For barriers of 10, 20 and 40 $k_BT$ the computed shortfalls are 5.5\%, 2.6\% and 1.3\%, approaching this law.

\section{Drift time through a film}

For a film of thickness $L=Na=100$ nm in a uniform field, the drift estimate is $L/v=100/10.14=9.86$ s. To see when it holds, let $T_i$ be the mean time to reach well $N$ from well $i$, with no hop backward out of well 0. The mean time $h_i=T_i-T_{i+1}$ to gain one well obeys
\begin{equation}
\Gamma_+h_i=1+\Gamma_-h_{i-1},\qquad h_0=\frac1{\Gamma_+}.
\end{equation}
With $r=\Gamma_-/\Gamma_+$ the solution is $h_i=(1-r^{i+1})/(\Gamma_+-\Gamma_-)$, as substitution confirms. Summing from $i=0$ to $N-1$,
\begin{equation}
T_0=\frac{1}{\Gamma_+-\Gamma_-}
\left[N-\frac{r(1-r^N)}{1-r}\right].
\end{equation}
The blocked backward hop at the entrance shortens the time slightly, by 0.06\% here. The correction is small when $N(1-r)\gg1$. At weak field this means $qFL\gg k_BT$, or $F\gg0.003$ MV/cm for this film; below that, diffusion sets the time. The estimate starts with an ion already inside the dielectric. Injection at the electrode and the field of accumulated ions are left out.

\section{Notes for implementation}

For $F\ge0$, evaluate the first form of \eqref{high}, with $1-e^{-2s}$ computed by a routine accurate at small $s$. This avoids the overflow of $\sinh s$ and the cancellation between nearly equal rates. For negative $F$ and a midway top, use $v(-F)=-v(F)$.

The field in \eqref{main} is the average field along the ion's path, since $qFa$ is the energy drop from one well to the next. The local field at a single polarisable lattice site does not fix this drop and should not be put in its place. If the average field in the layer differs from the applied voltage divided by total thickness, for example because of stored charge or a second layer, the difference enters the exponent. If the ratio of the two fields is constant, a fit of $\ln v$ against applied field returns the product of $a$ and that ratio, not $a$ alone.

The law should not be used when $E_+$ is only a few $k_BT$, when successive hops are correlated, or when ions compete for wells. At 4 MV/cm the example still has a forward barrier near 0.8 eV, or 23 $k_BT$, so hopping remains a sound picture there, provided the film withstands the field. A field of 4 MV/cm means 40 V across 100 nm; this is below the breakdown field of SiO$_2$, about 10 MV/cm, but near or above that of many high-permittivity oxides. For the strongly damped cosine the error is nevertheless above 20\%, and the opening factor of 82 falls to 65: a high remaining barrier does not by itself guarantee \eqref{main}. The factor $C$ estimates the error for that case; other well shapes or weaker damping need their own estimate. The numerical output below lists the values for all five fields.

\section*{Values computed for the example and the checks}
\begin{verbatim}
well spacing a = 1.0 nm; barrier Ea = 1.00 eV
attempt frequency per direction = 1.0e+13 1/s
temperature = 400 K; kT = 0.03447 eV
main field = 1.0 MV/cm
energy drop per spacing qFa = 0.100 eV
sinh argument qFa/2kT = 1.4506
Boltzmann factor exp(-Ea/kT) = 2.5151e-13
forward barrier = 0.950 eV; backward = 1.050 eV
forward rate = 10.7282 1/s; backward rate = 0.5896 1/s
forward/backward rate ratio = 18.195
drift velocity = 10.1386 nm/s = 1.0139e-06 cm/s
chain: mean after 2.0 s = 20.2771 nm
chain: variance after 2.0 s = 22.6357 nm^2
spreading coefficient in field = 5.6589 nm^2/s
zero-field diffusion coefficient = 2.5151 nm^2/s
low-field mobility = 72.966 nm^2/(V s) = 7.297e-13 cm^2/(V s)
crossover field 2kT/(qa) = 0.6894 MV/cm
sinh(1)/1 at crossover = 1.1752
Arrhenius slope at main field = 0.9442 eV
low-field Arrhenius slope Ea - kT = 0.9655 eV
velocity factor for top at 0.3 a = 0.5598
film thickness = 100 nm; drift time = 9.8633 s
mean first-passage time = 9.8576 s
cosine wells: barrier shift S-Ea at main field = 0.5066 meV
cosine wells: S-Ea at 4 MV/cm = 8.1167 meV
Table: F (MV/cm) | qFa/2kT | v sinh, v linear, v exponential (nm/s) | cosine correction factor | continuous/sinh
0.1 | 0.1451 | 7.3222e-01, 7.2966e-01, 2.9077e+00 | 0.9998 | 0.9821
0.5 | 0.7253 | 3.9767e+00, 3.6483e+00, 5.1945e+00 | 0.9962 | 0.9785
1.0 | 1.4506 | 1.0139e+01, 7.2966e+00, 1.0728e+01 | 0.9849 | 0.9674
2.0 | 2.9011 | 4.5623e+01, 1.4593e+01, 4.5761e+01 | 0.9410 | 0.9241
4.0 | 5.8023 | 8.3261e+02, 2.9186e+01, 8.3261e+02 | 0.7838 | 0.7693
Weak field: barrier/kT | relative shortfall of continuous velocity
10 | 0.05510
20 | 0.02606
40 | 0.01275
\end{verbatim}
